# Optimum Insulating Interlayer in a Metal–Semiconductor Contact, part 1

(Sections cited here and not found follow in the second part.)

## First half: the resistivity as a function of thickness

### 1. What scaling and a shift symmetry fix

An insulating layer of thickness $t$ is placed between a metal and an n-type semiconductor. It weakens the electronic states that the metal induces in the semiconductor gap, and this can lower the barrier for electrons. It also makes electrons tunnel through the layer. We seek the thickness at which the contact resistivity $\rho$ is smallest.

Let the gap-state density at the semiconductor surface fall as $e^{-t/\lambda}$ and the tunnelling probability as $e^{-t/\ell}$. Let $\Delta$ be the largest barrier reduction available, and let $G$ be a dimensionless measure of how strongly the gap states control the barrier when there is no layer. Suppose first that their influence depends on thickness only through

$$u=G e^{-t/\lambda}=e^{\ln G-t/\lambda}.$$

With a thermally activated current, the logarithm of the resistivity has the form

$$\ln\rho=\text{constant}+\frac{\Delta}{kT}\,q(u)+\frac{t}{\ell},$$

where $q$ is the fraction of the reducible barrier that remains. Put $y=t/\lambda$. Setting the derivative with respect to $y$ to zero gives

$$-\frac{dq}{dy}=a,\qquad a=\frac{\lambda kT}{\ell\Delta}.$$

The function $q$ contains $y$ and $G$ only in the combination $y-\ln G$. A change of $G$ therefore shifts the curve $q(y)$ without changing its shape, and a stationary value of $y-\ln G$ can depend on $a$ alone:

$$t^*=\lambda\,[\ln G+F(a)].$$

It remains to find $F$, to decide when the stationary point exists and is the best choice, and to correct for the growing distance between the charges on the two sides of the layer. That distance breaks the shift symmetry.

### 2. Energies and signs

The coordinate $x$ runs from the metal to the semiconductor, and $e>0$ is the elementary charge. All energies in the formulas are in joules; numerical values are given in electronvolts. The following are measured at the semiconductor surface.

- $\phi$ is the height of the conduction-band edge above the metal Fermi level, at zero bias.
- $\phi_\infty$ is the value of $\phi$ without gap-state charge: the metal work function minus the electron affinity.
- $\phi_0$ is the depth of the charge-neutrality level below the conduction-band edge. Gap states filled up to this level carry no net charge.
- $\Delta=\phi_0-\phi_\infty$.

If gap states pinned the Fermi level completely at the neutrality level, the barrier would be $\phi_0$. Removing them can lower the barrier only if $\Delta>0$, that is, for a metal of sufficiently small work function.

The worked example uses round model parameters: $T=300$ K, $\phi_0=0.60$ eV and $\phi_\infty=0.20$ eV, so that $\Delta=0.40$ eV. They do not represent a named material.

### 3. Two decay lengths from one wave equation

Inside the interlayer, $0<x<t$, take one band with effective mass $m_i$ and band edge $U$. For motion normal to the layer at energy $E<U$,

$$-\frac{\hbar^2}{2m_i}\psi''+U\psi=E\psi .$$

With $W=U-E$ this becomes $\psi''=\kappa^2\psi$, where

$$\kappa=\frac{\sqrt{2m_iW}}{\hbar},\qquad \psi=Ae^{-\kappa x}+Be^{\kappa x}.$$

The growing term must be accounted for before $\psi$ is called a decaying wave. At $x=t$ both $\psi$ and $\psi'/m$ are continuous. The solution on the semiconductor side fixes the ratio $\psi'/(m\psi)=-g$, with $g$ independent of $t$. For a gap state, which decays into the semiconductor with constant $\kappa_s$ and mass $m_s$, $g=\kappa_s/m_s$. For an outgoing propagating wave of wavenumber $k_s$, $g=-ik_s/m_s$.

Write $\alpha=Ae^{-\kappa t}$ and $\beta=Be^{\kappa t}$ for the two terms at $x=t$. Continuity gives

$$\frac{\kappa}{m_i}(-\alpha+\beta)=-g(\alpha+\beta).$$

Collecting terms,

$$\beta=r\alpha,\qquad r=\frac{\kappa/m_i-g}{\kappa/m_i+g}.$$

Hence $B=rAe^{-2\kappa t}$. At the metal surface the growing term is smaller than the decaying one by $re^{-2\kappa t}$, so for a metal wave of fixed incoming amplitude $A$ is independent of $t$ up to corrections of that relative order. At the semiconductor surface

$$|\psi(t)|^2=|1+r|^2|A|^2e^{-2\kappa t}.$$

Both the density of metal-derived states there and the transmission probability therefore decay as $e^{-2\kappa t}$ once $e^{-2\kappa t}\ll1$. They differ in the energy at which $\kappa$ is taken.

Current-carrying electrons arrive close to the semiconductor conduction edge. If the interlayer band edge lies $W_t$ above it,

$$\kappa_t=\frac{\sqrt{2m_iW_t}}{\hbar},\qquad \ell=\frac1{2\kappa_t}.$$

The gap states are taken at the neutrality level, which lies deeper by $\phi_0$:

$$W_g=W_t+\phi_0,\qquad \kappa_g=\frac{\sqrt{2m_iW_g}}{\hbar},\qquad \lambda=\frac1{2\kappa_g}.$$

Dividing the two lengths gives

$$\frac{\lambda}{\ell}=\frac{\kappa_t}{\kappa_g}=\sqrt{\frac{W_t}{W_t+\phi_0}}<1 .$$

In this one-band model the gap states die out over a shorter distance than the tunnelling current does. This difference favours an interlayer.

For $W_t=0.50$ eV and $m_i=0.30\,m_e$ we have $W_g=1.10$ eV and

$$\kappa_t=1.984\ \text{nm}^{-1},\quad \kappa_g=2.943\ \text{nm}^{-1},$$

$$\ell=\frac1{2(1.984)}=0.252\ \text{nm},\qquad \lambda=\frac1{2(2.943)}=0.170\ \text{nm},\qquad \frac{\lambda}{\ell}=0.674.$$

Two independent numerical tests support the rates. A Green-function calculation of the surface density of states at the neutrality level, between thicknesses of 1.0 and 1.5 nm, gives a decay rate whose product with $\lambda$ is 0.9998. It uses the mass $m_i$ throughout and places the metal band bottom 5.0 eV below the neutrality level; the decay rate in a thick layer does not depend on these choices for the metal and the semiconductor. Wave matching for the transmission, between 2 and 3 nm, gives $0.9998$ times the expected rate at the electron energy used.

These rates belong to motion without a wavevector $k_\parallel$ along the interface. If $k_\parallel$ is conserved and the mass is isotropic, $\kappa$ is replaced by $\sqrt{\kappa^2+k_\parallel^2}$. For $\kappa t\gg1$, expansion of the root gives the sum over parallel wavevectors

$$\int d^2k_\parallel\,e^{-2t\sqrt{\kappa^2+k_\parallel^2}}
\approx e^{-2\kappa t}\int d^2k_\parallel\,e^{-tk_\parallel^2/\kappa}
=\frac{\pi\kappa}{t}e^{-2\kappa t}.$$

A full sum thus adds an algebraic factor to the gap-state density. We do not include it here; section 12 estimates its effect on the optimum, which is considerable. The model density is

$$D(t)=D_0e^{-t/\lambda},$$

per unit area and energy, with $D_0$ a parameter and $\lambda$ the estimate at $k_\parallel=0$. The density is also taken as constant in energy between the neutrality level and the Fermi level.

### 4. Gap-state charge and the barrier

At the semiconductor surface the Fermi level lies $\phi$ below the conduction edge and the neutrality level lies $\phi_0$ below it. The Fermi level is therefore higher than the neutrality level by $\phi_0-\phi$. States in this interval are filled and give the sheet charge

$$\sigma=-eD(t)(\phi_0-\phi).$$

Treat it as a plane at the semiconductor surface, with the opposite charge on the metal. Neglect the depletion charge of the semiconductor, so that there is no field just beyond the sheet. If $\mathcal E$ is the field between metal and sheet, in a region of permittivity $\varepsilon$, Gauss's law across the sheet reads

$$0-\varepsilon\mathcal E=\sigma,\qquad \varepsilon\mathcal E=eD(t)(\phi_0-\phi).$$

For $\phi<\phi_0$ the field points towards the semiconductor. The electric potential falls in that direction, and the potential energy of an electron rises. The rise is $e$ times the field integrated over the separation.

Even a direct contact has a finite separation of charge. Represent it by a vacuum-equivalent length $d_0$, and let the interlayer have relative permittivity $\varepsilon_r$. The two regions are in series, so

$$\int\frac{dx}{\varepsilon}=\frac{1}{\varepsilon_0}\left(d_0+\frac{t}{\varepsilon_r}\right)
=\frac{d_0}{\varepsilon_0}\left(1+\frac t{t_0}\right),\qquad t_0=\varepsilon_rd_0.$$

The barrier is the charge-free value plus the rise in electron energy:

$$\phi=\phi_\infty+u(\phi_0-\phi),$$

$$u(t)=G\left(1+\frac t{t_0}\right)e^{-t/\lambda},\qquad G=\frac{e^2D_0d_0}{\varepsilon_0}.$$

The unknown $\phi$ stands on both sides because the charge depends on the barrier that it helps to set. Collecting it gives $(1+u)\phi=\phi_\infty+u\phi_0$. Now insert $\phi_0=\phi_\infty+\Delta$:

$$\phi=\frac{(1+u)\phi_\infty+u\Delta}{1+u}=\phi_\infty+\Delta\frac{u}{1+u}.$$

Define the pinning factor

$$S=\frac1{1+u},\qquad 1-S=\frac u{1+u}.$$

Then

$$\boxed{\phi(t)=\phi_\infty+\Delta[1-S(t)].}$$

At fixed $\phi_0$, $S=\partial\phi/\partial\phi_\infty$. It tells how much of a change in metal work function reaches the barrier. For $u\gg1$, $S$ is near 0 and $\phi$ is near $\phi_0$; for $u\ll1$, $S$ is near 1 and $\phi$ is near $\phi_\infty$. A discretized Poisson equation with the charge sheet reproduces the boxed result in tests at three thicknesses.

In the example $D_0=4.0\times10^{18}$ eV$^{-1}$m$^{-2}$, $d_0=0.10$ nm and $\varepsilon_r=10$. When $D_0$ is given per electronvolt, one factor $e$ in $e^2D_0$ is absorbed by the conversion to joules. The results are

$$G=7.24,\qquad t_0=10(0.10\ \text{nm})=1.0\ \text{nm},\qquad S(0)=\frac1{1+7.24}=0.121.$$

The direct-contact barrier is $0.20+0.40(1-0.1214)=0.551$ eV.

The neglected depletion charge deserves a criterion. A positive areal charge $Q_d$ in the semiconductor lowers $\phi$, and without any response of the gap states the shift would be $eQ_d(d_0+t/\varepsilon_r)/\varepsilon_0$. The response reduces it by the factor $S$. Neglect is justified when the shift is small compared with $kT$, which restricts the doping. Charged defects in the layer and chemical changes of $D_0$, $\phi_0$ or $\phi_\infty$ are also outside the model.

### 5. Zero-bias resistivity

Electrons in the semiconductor must have normal energy at least $\phi$, measured from the metal Fermi level. Let $P$ be the interlayer transmission, taken as the same for all thermal electrons. With two spin states, their current density towards the metal has magnitude

$$J_s=2e\int\frac{d^3k}{(2\pi)^3}v_xfP .$$

Use $v_xdk_x=dE_x/\hbar$ and, for isotropic mass $m$, $d^2k_\parallel=2\pi m\,dE_\parallel/\hbar^2$. The factors combine to

$$J_s=\frac{em}{2\pi^2\hbar^3}P\int_\phi^\infty dE_x\int_0^\infty dE_\parallel f(E_x+E_\parallel).$$

For $\phi\gg kT$, $f\approx e^{-(E_x+E_\parallel)/kT}$. The two integrals give $kTe^{-\phi/kT}$ and $kT$, so

$$J_s=A^*T^2Pe^{-\phi/kT},\qquad A^*=\frac{emk^2}{2\pi^2\hbar^3}=\frac{4\pi emk^2}{h^3}.$$

Here $h=2\pi\hbar$. At equilibrium an equal current flows back from the metal.

A forward voltage $V$ raises the semiconductor Fermi level by $eV$ relative to that of the metal. It may also change the barrier and the transmission. The net current is

$$J(V)=A^*T^2P(V)e^{-\phi(V)/kT}\left(e^{eV/kT}-1\right).$$

In the derivative at $V=0$, every term that contains $dP/dV$ or $d\phi/dV$ is multiplied by the bracket, which vanishes. Only the derivative of the bracket remains:

$$\left.\frac{dJ}{dV}\right|_0=A^*T^2Pe^{-\phi/kT}\frac{e}{kT}.$$

Thus the way the voltage divides between the layers does not enter the zero-bias resistivity. A numerical test with Fermi–Dirac occupation, in which either none or 40% of the bias lowers the barrier, agrees with this result to within one part in a thousand.

Invert the derivative and set $P=e^{-t/\ell}$, with unit prefactor:

$$\boxed{\rho(t)=\frac{k}{eA^*T}\exp\left\{\frac{\phi_\infty+\Delta[1-S(t)]}{kT}+\frac t\ell\right\}.}$$

The semiconductor is assumed nondegenerate, with thermionic emission over its barrier. For this, $\phi$ must exceed the depth of the Fermi level below the conduction edge in the bulk, which sets a lower limit to the doping. For a barrier of 0.22 eV, reached near the optimum of the example, and $m=m_e$, the limit is about $5\times10^{15}\ \text{cm}^{-3}$. With a relative permittivity of 11.7 in the semiconductor, the neglected shift from depletion charge already reaches a third of $kT$ at $10^{17}\ \text{cm}^{-3}$. The range of doping in which both assumptions hold is therefore narrow. Image-force lowering is left out, and it is not small in this range. The usual estimate $e\sqrt{e\mathcal E_s/4\pi\varepsilon_s}$, with $\varepsilon_s$ the semiconductor permittivity, $\mathcal E_s$ the surface field of the depletion charge and no allowance for the layer, gives at $10^{17}\ \text{cm}^{-3}$ about $0.8\,kT$ near the optimum and $1.4\,kT$ for direct contact. Tunnelling through the depletion region is also left out; a heavily doped contact needs another dependence of current on $\phi$.

With $m=m_e$ the example has $k/(eA^*T)=2.39\times10^{-13}\ \Omega\,\text{m}^2$. For the direct contact,

$$\rho(0)=2.39\times10^{-13}\exp\left(\frac{0.5514}{0.02585}\right)\ \Omega\,\text{m}^2
=4.4\times10^{-4}\ \Omega\,\text{m}^2.$$

## Second half: the optimum and its conditions

### 6. Symbols and results carried over

The interlayer has thickness $t$. The gap-state density decays over $\lambda$, the tunnelling probability over $\ell$. The barrier without gap-state charge is $\phi_\infty$, the fully pinned barrier is $\phi_0$, and $\Delta=\phi_0-\phi_\infty$. The dimensionless gap-state strength without a layer is $G$, and $t_0$ is the thickness at which the interlayer doubles the electrical separation of the charges. The first half gave

$$\ln\rho=C+\frac{\Delta}{kT}(1-S)+\frac t\ell,\qquad S=\frac1{1+u},$$

$$u=G\left(1+\frac t{t_0}\right)e^{-t/\lambda},\qquad a=\frac{\lambda kT}{\ell\Delta},$$

with $C$ independent of $t$. In the example, $kT=0.02585$ eV, $\Delta=0.40$ eV, $\lambda=0.1699$ nm, $\ell=0.2520$ nm, $G=7.238$, $t_0=1.00$ nm and $S(0)=S_0=0.1214$. Therefore

$$a=0.6742\,\frac{0.02585}{0.40}=0.0436.$$

We take $t_0\ge\lambda$. If $t_0$ were smaller than $\lambda$, $u$ would first increase with thickness, because the growing charge separation would outweigh the loss of gap states.

Within the model, the zero-bias resistivity is now known as a function of interlayer thickness, through the competing effects of barrier reduction and tunnelling. It remains to find the thickness that minimizes it, to decide when that thickness is better than direct contact, and to judge how far the result can be trusted.
